# How deep a rounded conical probe tip enters a narrow trench: a program that tests the result

```python
# Result under test: a rigid cone (half-angle alpha) with a tangent spherical
# apex (radius R), lowered centrally into a deep vertical trench of width w,
# stops with its apex at depth d = w/(2 tan alpha) - R (1/sin alpha - 1),
# provided w >= 2 R cos alpha. All lengths are in nm, angles in radians inside
# the functions. Independent road: the tip is a union of balls on its axis,
# with radius R + s sin(alpha) at distance s from the apex-sphere centre.
import numpy as np
from scipy.optimize import minimize_scalar, brentq
from scipy.special import ellipk, ellipe


def tip_height(r, R, alpha):
    """Derived height of the tip surface above the apex at radius r."""
    r = np.asarray(r, dtype=float)
    r_join = R * np.cos(alpha)
    sphere = R - np.sqrt(R**2 - np.minimum(r, r_join)**2)
    return sphere + np.maximum(r - r_join, 0.0) / np.tan(alpha)


def entry_depth(w, R, alpha):
    """Derived entry depth, for flank contact or sphere contact."""
    if w < 2 * R * np.cos(alpha):
        return R - np.sqrt(R**2 - w**2 / 4)
    return w / (2 * np.tan(alpha)) - R * (1 / np.sin(alpha) - 1)


def depth_tilt_across(w, R, alpha, phi):
    spread = np.tan(alpha + phi) + np.tan(alpha - phi)
    return w / spread - R * (np.cos(phi) / np.sin(alpha) - 1)


def depth_tilt_along(w, R, alpha, phi):
    beta = np.arcsin(np.sin(alpha) / np.cos(phi))
    return entry_depth(w, R, beta)


def lowered_depth(w, R, alpha, across=0.0, along=0.0, corner=0.0):
    """Numerical depth: balls descend from above until an edge stops them.
    The sideways position is free and is chosen for the deepest entry."""
    s = np.arange(0.0, 800.0, 0.02)
    reach = R + s * np.sin(alpha) + corner
    rise = s * np.cos(across) * np.cos(along)
    shift = s * np.sin(across)

    def centre_height(x):
        lowest = -np.inf
        for edge in (-w / 2 - corner, w / 2 + corner):
            square = reach**2 - (x + shift - edge)**2
            hit = square >= 0
            if hit.any():
                z = -corner - rise[hit] + np.sqrt(square[hit])
                lowest = max(lowest, z.max())
        return lowest

    best = minimize_scalar(centre_height, bounds=(-w / 2, w / 2),
                           method="bounded", options={"xatol": 1e-8})
    return R - best.fun


def ball_tip_height(r, R, alpha):
    """Tip surface height from the union of balls, by minimization."""
    start = max(0.0, (r - R) / np.sin(alpha))

    def lower_surface(s):
        square = (R + s * np.sin(alpha))**2 - r**2
        return s + R - np.sqrt(max(square, 0.0))

    best = minimize_scalar(lower_surface, bounds=(start, 10 * r + 10),
                           method="bounded", options={"xatol": 1e-8})
    return min(best.fun, lower_surface(start))


# Given data
w, R, alpha_deg = 50.0, 5.0, 15.0
alpha = np.radians(alpha_deg)
r_join, z_join = R * np.cos(alpha), R * (1 - np.sin(alpha))
depth = entry_depth(w, R, alpha)

# Tangency: numerical slope of the sphere at the join equals the cone slope
h = 1e-5
sphere_z = lambda r: R - np.sqrt(R**2 - r**2)
slope = (sphere_z(r_join + h) - sphere_z(r_join - h)) / (2 * h)
assert abs(slope - 1 / np.tan(alpha)) < 1e-6
assert abs(sphere_z(r_join) - z_join) < 1e-12

# Depth in both contact regimes and for several shapes
for width, radius, angle in [(50, 5, 15), (4, 5, 15), (9, 5, 15),
                             (20, 5, 15), (120, 8, 25), (60, 12, 35)]:
    a = np.radians(angle)
    numeric = lowered_depth(width, radius, a)
    assert abs(numeric - entry_depth(width, radius, a)) < 1e-3
depth_numeric = lowered_depth(w, R, alpha)
assert abs(depth - 79) < 0.5

# Three-dimensional scan with the ball-built tip
r_table = np.arange(0.0, 102.0, 0.05)
z_table = np.array([ball_tip_height(r, R, alpha) for r in r_table])
assert np.max(np.abs(z_table - tip_height(r_table, R, alpha))) < 1e-4
x_surface = np.arange(-240, 241) * 0.25
y_surface = np.array([-4.0, -2.0, 0.0, 2.0, 4.0])


def scan(positions, trench_depth):
    surface = np.where(np.abs(x_surface) >= w / 2, 0.0, -trench_depth)
    image = np.full(len(positions), -np.inf)
    for y in y_surface:
        r = np.hypot(x_surface[None, :] - positions[:, None], y)
        gap = surface[None, :] - np.interp(r, r_table, z_table)
        image = np.maximum(image, gap.max(axis=1))
    return image


positions = np.arange(-35.0, 36.0)
image_deep = scan(positions, 150.0)
room = np.maximum(w / 2 - np.abs(positions), 0.0)
assert np.max(np.abs(image_deep + tip_height(room, R, alpha))) < 2e-3
assert abs(image_deep.min() + depth) < 2e-3

shallow = 60.0
r_at_floor = r_join + (shallow - z_join) * np.tan(alpha)
floor_seen = w - 2 * r_at_floor
fine = np.arange(-400, 401) * 0.025
image_shallow = scan(fine, shallow)
floor_scan = 0.025 * np.count_nonzero(image_shallow < -shallow + 0.01)
assert abs(image_shallow.min() + shallow) < 2e-3
assert abs(floor_scan - floor_seen) < 0.06   # two sampling steps

# Sensitivities against finite differences of the lowered-ball depth
dd_dR = -(1 / np.sin(alpha) - 1)
dd_dalpha = -(w / 2 - R * np.cos(alpha)) / np.sin(alpha)**2
num_dR = (lowered_depth(w, R + 0.1, alpha)
          - lowered_depth(w, R - 0.1, alpha)) / 0.2
num_da = (lowered_depth(w, R, alpha + 0.002)
          - lowered_depth(w, R, alpha - 0.002)) / 0.004
assert abs(num_dR - dd_dR) < 1e-2
assert abs(num_da / dd_dalpha - 1) < 2e-3

# Neglected geometry, with rough typical values
tilt_deg, corner, worn_R, offset = 10.0, 5.0, 10.0, 1.0
tilt = np.radians(tilt_deg)
d_across = depth_tilt_across(w, R, alpha, tilt)
d_along = depth_tilt_along(w, R, alpha, tilt)
corner_gain = corner * (1 - np.tan(alpha / 2))
assert abs(lowered_depth(w, R, alpha, across=tilt) - d_across) < 1e-3
assert abs(lowered_depth(w, R, alpha, along=tilt) - d_along) < 1e-3
assert abs(lowered_depth(w, R, alpha, corner=corner)
           - depth - corner_gain) < 1e-3
d_worn = entry_depth(w, worn_R, alpha)
d_wide = entry_depth(w, R, np.radians(alpha_deg + 1))
d_slim = entry_depth(w, R, np.radians(alpha_deg - 1))
offset_loss = offset / np.tan(alpha)

# Elastic yielding: scaling estimate against elliptical Hertz contact.
# Units: force nN, length nm, modulus nN/nm^2 (1 GPa = 1 nN/nm^2).
load, modulus = 5.0, 80.0
normal_force = load / (2 * np.sin(alpha))
cone_radius = w / (2 * np.cos(alpha))
mean_radius = np.sqrt(cone_radius * corner)
approach = (normal_force / (modulus * np.sqrt(mean_radius)))**(2 / 3)


def curvature_ratio(k):
    m = 1 - k**2
    K, E = ellipk(m), ellipe(m)
    return (E / k**2 - K) / (K - E)


k = brentq(lambda q: curvature_ratio(q) - cone_radius / corner, 0.02, 0.98)
m = 1 - k**2
K, E = ellipk(m), ellipe(m)
A = 1 / (2 * cone_radius)
semi_axis = (3 * normal_force * (K - E)
             / (2 * np.pi * modulus * A * m))**(1 / 3)
approach_hertz = A * m * semi_axis**2 * K / (K - E)
assert 0.5 < approach_hertz / approach < 2.0
sink = approach / np.sin(alpha)

print(f"Trench width w: {w:.1f} nm")
print(f"Apex radius R: {R:.1f} nm")
print(f"Cone half-angle alpha: {alpha_deg:.1f} deg")
print(f"sin alpha: {np.sin(alpha):.6f}")
print(f"cos alpha: {np.cos(alpha):.6f}")
print(f"tan alpha: {np.tan(alpha):.6f}")
print(f"Join radius: {r_join:.3f} nm")
print(f"Join height above apex: {z_join:.3f} nm")
print(f"Smallest width for flank contact: {2 * r_join:.3f} nm")
print(f"Height of flank from join to edge: {depth - z_join:.3f} nm")
print(f"Entry of a perfectly sharp cone: {w / (2 * np.tan(alpha)):.3f} nm")
print(f"Loss from rounded apex: {R * (1 / np.sin(alpha) - 1):.3f} nm")
print(f"Entry depth, formula: {depth:.3f} nm")
print(f"Entry depth, lowered balls: {depth_numeric:.3f} nm")
print(f"Deepest point of scan, 150 nm trench: {image_deep.min():.2f} nm")
print(f"Shallow trench depth: {shallow:.1f} nm")
print(f"Tip radius at its top edge: {r_at_floor:.3f} nm")
print(f"Visible floor width, formula: {floor_seen:.2f} nm")
print(f"Visible floor width, scan: {floor_scan:.2f} nm")
print(f"Depth change per nm of apex radius: {dd_dR:.3f} nm/nm")
print(f"Depth change per degree: {np.radians(dd_dalpha):.3f} nm/deg")
print(f"Entry at half-angle {alpha_deg - 1:.0f} deg: {d_slim:.2f} nm")
print(f"Entry at half-angle {alpha_deg + 1:.0f} deg: {d_wide:.2f} nm")
print(f"Entry with apex worn to {worn_R:.0f} nm: {d_worn:.2f} nm")
print(f"Assumed tilt: {tilt_deg:.1f} deg")
print(f"Entry with tilt across trench: {d_across:.2f} nm")
print(f"Entry with tilt along trench: {d_along:.2f} nm")
print(f"Assumed edge radius: {corner:.1f} nm")
print(f"Gain from rounded edges: {corner_gain:.2f} nm")
print(f"Loss when {offset:.1f} nm off centre: {offset_loss:.2f} nm")
print(f"Assumed load: {load:.1f} nN")
print(f"Assumed effective modulus: {modulus:.1f} GPa")
print(f"Normal force at each edge: {normal_force:.2f} nN")
print(f"Cone curvature radius at contact: {cone_radius:.2f} nm")
print(f"Geometric-mean contact radius: {mean_radius:.2f} nm")
print(f"Elastic approach, scaling estimate: {approach:.3f} nm")
print(f"Elastic approach, Hertz: {approach_hertz:.3f} nm")
print(f"Elastic sinking of apex, estimate: {sink:.2f} nm")
print("checks complete")
```

Output:

```
Trench width w: 50.0 nm
Apex radius R: 5.0 nm
Cone half-angle alpha: 15.0 deg
sin alpha: 0.258819
cos alpha: 0.965926
tan alpha: 0.267949
Join radius: 4.830 nm
Join height above apex: 3.706 nm
Smallest width for flank contact: 9.659 nm
Height of flank from join to edge: 75.277 nm
Entry of a perfectly sharp cone: 93.301 nm
Loss from rounded apex: 14.319 nm
Entry depth, formula: 78.983 nm
Entry depth, lowered balls: 78.983 nm
Deepest point of scan, 150 nm trench: -78.98 nm
Shallow trench depth: 60.0 nm
Tip radius at its top edge: 19.914 nm
Visible floor width, formula: 10.17 nm
Visible floor width, scan: 10.18 nm
Depth change per nm of apex radius: -2.864 nm/nm
Depth change per degree: -5.255 nm/deg
Entry at half-angle 14 deg: 84.60 nm
Entry at half-angle 16 deg: 74.05 nm
Entry with apex worn to 10 nm: 64.66 nm
Assumed tilt: 10.0 deg
Entry with tilt across trench: 76.26 nm
Entry with tilt along trench: 77.76 nm
Assumed edge radius: 5.0 nm
Gain from rounded edges: 4.34 nm
Loss when 1.0 nm off centre: 3.73 nm
Assumed load: 5.0 nN
Assumed effective modulus: 80.0 GPa
Normal force at each edge: 9.66 nN
Cone curvature radius at contact: 25.88 nm
Geometric-mean contact radius: 11.38 nm
Elastic approach, scaling estimate: 0.109 nm
Elastic approach, Hertz: 0.086 nm
Elastic sinking of apex, estimate: 0.42 nm
checks complete
```
